# Bounding retention failures when no memory cell has failed

Ten thousand ferroelectric memory capacitors are written, baked and read again, and every one returns its stored bit. The failure count is zero, but the failure probability need not be. A population in which one cell in a million fails would usually pass this test, and so would a considerably worse one. Two numbers are wanted: the largest failure probability that the clean result leaves tenable at 95 percent confidence, and the number of cells needed to bring that limit down to one part per million (ppm).

## The estimate

Let each cell fail with probability \(p\), independently of the others. Among \(n\) cells the mean number of failures is \(np\). For rare failures the chance of seeing none is about \(e^{-np}\), which falls to 5 percent when \(np\approx 3\), since \(e^{-3}\approx0.05\). Hence

\[
p_{\rm upper}\approx\frac{3}{n}=\frac{3}{10^4}=300\ \text{ppm},
\qquad
n_{\rm needed}\approx\frac{3}{10^{-6}}=3\ \text{million}.
\]

The limit falls as \(1/n\), not as \(1/\sqrt n\), because it is set by the mean count at which a clean sample becomes improbable, and that mean count is fixed at about three.

## The bound and its meaning

"Failure" refers to one stated test: a given write, bake time, temperature and read criterion. The cells are drawn from one population. Independence makes the survival probabilities multiply:

\[
P(\text{no failures})=(1-p)^n .
\]

This decreases as \(p\) grows. Let \(\alpha=0.05\), and define the upper bound \(p_U\) as the value at which a clean sample has probability \(\alpha\):

\[
(1-p_U)^n=\alpha
\quad\Longrightarrow\quad
p_U=1-\alpha^{1/n}.
\]

With \(L=\ln(1/\alpha)=2.9957\), we have \(\alpha^{1/n}=e^{-L/n}\), and expanding the exponential gives

\[
p_U=1-e^{-L/n}=\frac{L}{n}-\frac{L^2}{2n^2}+\dots
\]

For \(n=10^4\) the leading term is 299.57 ppm and the full expression is 299.53 ppm. Rounding \(L\) to three costs more than the expansion does, and both errors are negligible here.

The 95 percent describes the procedure, not the probability that this population has \(p<p_U\). To show this, the rule must also say what to report when failures do occur. Let \(K\) be their number and \(F(k;p)=P(K\le k)\). For \(k<n\), define the bound \(U(k)\) by \(F(k;U)=\alpha\), and set \(U(n)=1\). For \(k=0\) this is \(p_U\).

First, \(F\) decreases with \(p\) for \(k<n\). Give every cell a random number \(u\), uniform between 0 and 1, and let it fail if \(u<p\). Raising \(p\) can add failures but cannot remove any, and with nonzero probability it takes the count from 0 to \(n\). Therefore \(p>U(k)\) means \(F(k;p)<\alpha\).

Now fix the true \(p\), and let \(k^*\) be the largest count with \(F(k^*;p)<\alpha\). The bound lies below the truth just when \(K\le k^*\), so

\[
P\big(p>U(K)\big)=F(k^*;p)<\alpha .
\]

If no such \(k^*\) exists, this probability is zero. The reported bound thus covers the true value with probability at least 95 percent, whatever that value is. Over 81 values of \(p\) from \(10^{-5}\) to \(10^{-2}\), one of them just above \(p_U\), the computed coverage had a minimum of 0.95000. In a separate cell-by-cell simulation of 4000 samples with \(p=p_U\), a fraction 0.0550 was clean. The expected value is 0.05 with a standard error of 0.0034, so the difference is about 1.5 standard errors.

## Cells needed for one part per million

A clean sample demonstrates \(p\le p_0\) at this confidence if its bound does not exceed \(p_0\), which is the condition \((1-p_0)^n\le\alpha\). Taking logarithms and dividing by the negative number \(\ln(1-p_0)\), which reverses the inequality, gives

\[
n\ge\frac{L}{-\ln(1-p_0)} .
\]

Since \(-\ln(1-p_0)=p_0(1+p_0/2+\dots)\), the right side is

\[
\frac{L}{p_0}\left(1-\frac{p_0}{2}+\dots\right)
=\frac{L}{p_0}-\frac L2+\dots
\]

For \(p_0=10^{-6}\) it equals 2,995,730.776, so the smallest sample is 2,995,731 cells, about 300 times the original one. The envelope estimate of three million is high by 0.14 percent.

The small test cannot stand in for the large one. If \(p\) is 1 ppm, 10000 cells come out clean with probability 0.990, so their success hardly distinguishes that population from a perfect one.

The large test is also demanding for the maker. A population with \(p=0.1\) ppm, ten times better than the target, passes with probability 0.741. For a 95 percent chance of passing, \((1-p)^n=0.95\) requires \(p=0.017\) ppm, nearly sixty times below the target.

Allowing one failure eases this at the price of more cells. The single failure can be any of the \(n\) cells, so the condition becomes

\[
(1-p)^n+np(1-p)^{n-1}\le\alpha .
\]

For small \(p\), with \(x=np\), its limiting case is \((1+x)e^{-x}=0.05\), whose positive solution is \(x\approx4.74\). The 1 ppm demonstration then takes 4,743,863 cells. Likewise, one failure among the original 10000 would have given a bound of 474 ppm. The allowance must be fixed before the test. If a failed zero-failure test may be extended into a one-failure test, a bad population gets a second route to passing, and the total probability of passing exceeds that of the first route alone.

## Unequal cells and two stored states

Cells need not be identical. If they fail independently with probabilities \(p_i\) and average \(\bar p\), the geometric mean of the numbers \(1-p_i\) cannot exceed their arithmetic mean, so

\[
\prod_{i=1}^n(1-p_i)\le(1-\bar p)^n .
\]

A clean sample is then no more likely than for equal cells, and the bound on \(\bar p\) remains safe. As an example, put all the risk into 1 percent of the cells while keeping \(\bar p=p_U\). The clean probability drops from 0.05 to 0.0478.

An average can still hide a weak state. Imprint is a shift of the polarization loop along the field axis, and it favours one polarization state over the other. If 5000 cells are baked in each state, the average over the tested cells keeps its bound of 300 ppm, but each state taken separately has only 5000 clean cells and a bound of 599 ppm. If the opposite state is never written and read after the bake, the result does not bound failures of that operation.

## Cells that share a die

The bounds so far assume independent cells, but cells made together may share a weakness. Suppose that all \(m\) cells on a die share a failure probability \(q\), which varies from die to die with density proportional to \(q^{a-1}(1-q)^{b-1}\). Write \(S=a+b\). The mean of \(q\) is \(p=a/S\), and

\[
\langle q^2\rangle=\frac{a(a+1)}{S(S+1)}=\frac{p(pS+1)}{S+1}.
\]

The covariance of two cells on one die is \(\langle q^2\rangle-p^2=p(1-p)/(S+1)\). Dividing by the single-cell variance \(p(1-p)\) gives a pair correlation of \(1/(S+1)\).

Given \(q\), a die is clean with probability \((1-q)^m\). Averaging raises the exponent \(b\) by \(m\), so the ratio of the two beta integrals gives

\[
P_{\rm die}=\frac{\Gamma(b+m)\,\Gamma(S)}{\Gamma(b)\,\Gamma(S+m)}
=\prod_{j=0}^{m-1}\frac{b+j}{S+j}
=\prod_{j=0}^{m-1}\left(1-\frac{pS}{S+j}\right),
\]

where the last step uses \(b=S-pS\). For \(p\ll1\) each logarithm is close to \(-pS/(S+j)\). For \(S\gg1\) the sum over \(j\) can be replaced by an integral:

\[
\ln P_{\rm die}\approx-pS\ln\left(1+\frac mS\right).
\]

With \(n/m\) independent dies, the condition \((n/m)\ln P_{\rm die}=-L\) gives

\[
p_U^{\rm die}\approx\frac Ln\,\frac{m/S}{\ln(1+m/S)} .
\]

When \(m\ll S\) the second factor tends to one and independence is recovered. Take 100 dies of 100 cells and a pair correlation of 0.01, so \(S=99\). The factor is 1.447, while solving with the full product gives 1.441 and a bound of 432 ppm. With the same die size and correlation, the 1 ppm demonstration needs 4.32 million cells. Within this beta law a correlation of one percent matters because \(m/S\) is then near one. The pair correlation alone does not fix the penalty. With the same mean and correlation, rare dies that fail entirely among otherwise independent cells give about 303 ppm, while a few dies with \(q\approx0.01\) among perfect ones give about 470 ppm.

In the opposite limit, \(S\to0\), the \(j=0\) factor becomes \(1-p\) and the others become one: whole dies survive or fail together. The 10000 cells then count as 100 trials, and the bound is \(1-0.05^{1/100}=2.95\) percent.

## From the bake to ten years of use

Let the bake last 1000 h at 125 °C, and let the memory be meant to hold data for ten years at 85 °C. Suppose that polarization is lost by one activated process, with a rate proportional to \(e^{-E_a/k_BT}\) and otherwise dependent only on the polarization itself. The time to reach a given threshold is then inversely proportional to this factor, and use is slower than the bake by

\[
A=\exp\left[\frac{E_a}{k_B}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm bake}}\right)\right].
\]

For a chosen \(E_a=1.0\) eV, with temperatures of 358.15 K and 398.15 K, \(A=25.9\). The bake represents about 25,900 h, or 3.0 years. The mission lasts 87,660 h, longer by a factor \(r=3.38\).

Extending the bound requires a law for failure times. Take the Weibull form, in which the surviving fraction is \(\exp[-(t/\eta)^\beta]\), with time scale \(\eta\) and shape \(\beta\). Multiplying \(t\) by \(r\) multiplies the exponent by \(r^\beta\), so the surviving fraction is raised to the power \(r^\beta\):

\[
p_{\rm mission}=1-(1-p_U)^{r^\beta}=1-\alpha^{r^\beta/n}.
\]

The required sample therefore also grows by \(r^\beta\). For a constant failure rate, \(\beta=1\), the bound is about 1000 ppm and the 1 ppm demonstration takes 10 million cells. For a rate that rises linearly with time, \(\beta=2\), the figures are about 3400 ppm and 34 million. A falling rate, as with early defects, costs less: \(\beta=0.5\) gives about 550 ppm. The form of the law also matters: a lognormal law with unit standard deviation in \(\ln t\), matched to \(p_U\) at the end of the bake, gives about 13,000 ppm. If \(E_a\) were at least about 1.37 eV, the bake would represent the whole mission and no Weibull law would be needed, though the result would still rely on the temperature factor \(A\) and on the single-process assumption. Real capacitors can lose their state by more than one route, and a route with low activation energy that is minor in the bake gains weight at the use temperature. If a 0.6 eV process supplies 5 percent of the loss rate at 125 °C beside a 1.4 eV process, \(A\) is about 59, short of the 88 needed.

## The estimate beside a real array

The activation energy, die correlation and Weibull shapes are round inputs, not measured properties of a product, and a clean sample contains no failures from which to determine them. They need separate evidence, such as harsher or longer tests that produce failures by the same mechanism, or, for the activation energy, the measured loss of polarization at several temperatures.

Real arrays can break the independence assumption through shared film thickness, electrodes or read circuits. Within the die model this moves the bound from 300 ppm to 432 ppm at one percent correlation, and to 2.95 percent if whole dies fail together. Imperfect reading also widens the bound: if a failed cell is detected with probability 0.9, independently of the others, observed failures have probability \(0.9p\), and the bound becomes \(300/0.9\approx333\) ppm.

The rule of three is thus accurate for the question it answers, independent cells under the tested condition. For this example, the corrections from die correlation and from the gap between bake and mission far exceed the error in replacing \(1-\alpha^{1/n}\) by \(3/n\). Spreading the sample over many dies and lengthening the bake address those two weaknesses directly. The numerical output below lists the main values.

## Values computed for the example and the checks

```
alpha = 0.05, ln(1/alpha) = 2.995732
cells tested, no failures: 10000
95% upper bound: 2.995284e-04 = 299.53 ppm
estimate ln(1/alpha)/n: 299.57 ppm
simulated clean fraction at bound: 0.0550
  samples 4000, standard error 0.0034
least coverage on p grid: 0.95000
cells needed for 1 ppm, no failures: 2995731
  before rounding up: 2995730.776
  ratio to cells tested: 299.6
P(10000 clean) if p = 1 ppm: 0.9900
P(large test clean) if p = 0.1 ppm: 0.7411
true p for 95% chance to pass: 0.01712 ppm
bound if one of 10000 fails: 474.30 ppm
cells for 1 ppm, one failure allowed: 4743863
P(clean), risk in 1% of cells: 0.04778
dies: 100, cells per die: 100
pair correlation: 0.01, S = 99.0
bound with die correlation: 431.8 ppm
  growth 1.4415, estimate 1.4468
cells for 1 ppm with correlation: 4318400
bound if whole dies fail: 2.951 percent
bound at detection 0.9: 332.8 ppm
bound per state, 5000 cells each: 599.0 ppm
bake: 1000 h at 398.15 K; use at 358.15 K
activation energy: 1.00 eV
time factor: 25.92 (loss equation 25.92)
use time covered by bake: 25924 h
  in years: 2.96
mission: 87660 h, mission/covered: 3.381
activation energy to cover mission: 1.374 eV
mission bound, shape 1: 1012 ppm
  cells for 1 ppm: 1.013e+07
mission bound, shape 2: 3419 ppm
  cells for 1 ppm: 3.425e+07
```
